# Real Eigenvalues, S-Orthogonality and Closure in the Ultrasoft Eigenvalue Problem: a numerical check

```python
"""
Result under test: for H psi = eps S psi with H Hermitian and S positive
definite, eps is real, eigenvectors are S-orthogonal (after a choice within
degenerate levels), and the sum of |psi_n><psi_n| over the full S-orthonormal
set equals the inverse of S.

Symbols: H Hamiltonian (hartree), S = 1 + q |beta><beta| overlap operator,
beta projector, q augmentation charge (dimensionless), b = <beta|beta>,
eps generalized eigenvalue, psi eigenvector. Hartree atomic units.
"""
import numpy as np
import scipy.linalg as la
import sympy as sp

eps = sp.Symbol("eps")   # no reality assumption


def overlap_matrix(beta, q):
    return sp.eye(beta.rows) + q * beta * beta.H


def s_product(f, S, g):
    return sp.simplify(sp.expand((f.H * S * g)[0, 0]))


def outer_sum(vectors, S):
    """Sum of outer products of vectors, each scaled to unit S-norm."""
    total = sp.zeros(S.rows, S.rows)
    for v in vectors:
        total += v * v.H / s_product(v, S, v)
    return total.applyfunc(lambda x: sp.simplify(sp.expand(x)))


def is_zero(matrix):
    return all(sp.simplify(sp.expand(x)) == 0 for x in matrix)


# ---- Two-state problem, exact arithmetic ----
H2 = sp.Matrix([[1, sp.I], [-sp.I, 2]])
beta2 = sp.Matrix([1, 1])
q2 = sp.Rational(1, 2)
S2 = overlap_matrix(beta2, q2)
det2 = sp.expand((H2 - eps * S2).det())
roots2 = sp.solve(det2, eps)
assert len(roots2) == 2 and all(r.is_real for r in roots2)
levels2 = sorted(roots2)
vectors2 = []
for level in levels2:
    null = (H2 - level * S2).nullspace(simplify=True)
    assert len(null) == 1
    vectors2.append(null[0].applyfunc(lambda x: sp.simplify(sp.expand(x))))
assert s_product(vectors2[0], S2, vectors2[1]) == 0
S2_inverse = S2.inv()
assert is_zero(outer_sum(vectors2, S2) - S2_inverse)
norms2 = [s_product(v, S2, v) for v in vectors2]
plain_overlap = s_product(vectors2[0], sp.eye(2), vectors2[1])
plain_overlap_abs = float(sp.Abs(plain_overlap) / sp.sqrt(norms2[0] * norms2[1]))
assert plain_overlap_abs > 0.01

print("TWO-STATE PROBLEM")
print("H (hartree):", H2.tolist())
print("beta:", list(beta2), " q:", q2)
print("S:", S2.tolist())
print("eigenvalues of S:", sorted(S2.eigenvals()))
print("det(H - eps S):", det2)
for i in range(2):
    v = vectors2[i]
    print(f"level {i+1} (hartree):", levels2[i], "=", float(levels2[i]))
    print("  unnormalized vector:", list(v))
    print("  its S-norm squared <v|S|v>:", norms2[i])
    print("  outer product, S-normalized:", outer_sum([v], S2).tolist())
    print("  ordinary norm squared of psi:",
          sp.simplify(s_product(v, sp.eye(2), v) / norms2[i]))
print("<psi_1|S|psi_2>:", s_product(vectors2[0], S2, vectors2[1]))
print(f"|<psi_1|psi_2>| without S: {plain_overlap_abs:.4f}")
print("sum of outer products:", outer_sum(vectors2, S2).tolist())
print("S inverse, by matrix inversion:", S2_inverse.tolist())

# ---- Three-state problem with a double level ----
S3 = overlap_matrix(sp.Matrix([1, 1, 1]), sp.Rational(1, 2))
direction = sp.Matrix([1, 0, 0])
H3 = 2 * S3 + direction * direction.H
roots3 = sp.roots(sp.Poly(sp.expand((H3 - eps * S3).det()), eps))
double = [r for r, count in roots3.items() if count == 2]
single = [r for r, count in roots3.items() if count == 1]
assert len(double) == 1 and len(single) == 1
f, g = (H3 - double[0] * S3).nullspace()
h = (H3 - single[0] * S3).nullspace(simplify=True)[0]
assert s_product(f, S3, h) == 0 and s_product(g, S3, h) == 0
raw_product = s_product(f, S3, g)
assert raw_product != 0
raw_sum = outer_sum([f, g, h], S3)
assert not is_zero(raw_sum - S3.inv())
g_new = g - f * raw_product / s_product(f, S3, f)
assert is_zero(H3 * g_new - double[0] * S3 * g_new)
assert s_product(f, S3, g_new) == 0
good_sum = outer_sum([f, g_new, h], S3)
assert is_zero(good_sum - S3.inv())

print("THREE-STATE PROBLEM WITH A DOUBLE LEVEL")
print("H (hartree):", H3.tolist())
print("S:", S3.tolist())
print("double level, single level (hartree):", double[0], ",", single[0])
print("f, g in double level:", list(f), list(g), " <f|S|g>:", raw_product)
print("g after S-orthogonalization:", list(g_new))
print("vector of single level:", list(h))
print("outer-product sum before:", raw_sum.tolist())
print("outer-product sum after:", good_sum.tolist())
print("S inverse:", S3.inv().tolist())

# ---- What happens when S is not positive definite ----
Hx = sp.Matrix([[0, 1], [1, 0]])
beta_x = sp.Matrix([0, 1])
S_indef = overlap_matrix(beta_x, -2)
roots_x = sp.solve(sp.expand((Hx - eps * S_indef).det()), eps)
assert len(roots_x) == 2 and all(sp.im(r) != 0 for r in roots_x)
null_norms = []
for r in roots_x:
    v = (Hx - r * S_indef).nullspace(simplify=True)[0]
    null_norms.append(s_product(v, S_indef, v))
assert all(x == 0 for x in null_norms)
S_sing = overlap_matrix(beta_x, -1)
det_sing = sp.expand((Hx - eps * S_sing).det())
assert S_sing.det() == 0 and det_sing != 0 and not det_sing.has(eps)
print("S NOT POSITIVE DEFINITE, H =", Hx.tolist(), "hartree")
print("q = -2: S =", S_indef.tolist(), " levels (hartree):", roots_x)
print("q = -2: <v|S|v> of the two vectors:", null_norms)
print("q = -1: S =", S_sing.tolist(), " det(H - eps S):", det_sing)

# ---- One-dimensional ultrasoft model in plane waves ----
length, k_fraction, n_max = 8.0, 0.3, 10
V0, D, q = 0.3, -0.5, 0.4
center, width = 3.0, 0.5
n = np.arange(-n_max, n_max + 1)
N = len(n)
wave = 2 * np.pi * (n + k_fraction) / length
x = np.linspace(0, length, 2001)
dx = x[1] - x[0]
shape = np.exp(-(x - center) ** 2 / (2 * width ** 2))
shape /= np.sqrt(np.sum(shape ** 2) * dx)
beta = np.exp(-1j * np.outer(wave, x)) @ shape * dx / np.sqrt(length)
b = np.vdot(beta, beta).real
projector = np.outer(beta, beta.conj())
H = np.diag(wave ** 2 / 2).astype(complex) + D * projector
H += V0 / 2 * (np.eye(N, k=1) + np.eye(N, k=-1))
S = np.eye(N) + q * projector
s_values, s_vectors = la.eigh(S)
assert np.allclose(s_values[:-1], 1, atol=1e-10)
assert abs(s_values[-1] - (1 + q * b)) < 1e-10

# General solver: uses neither Hermiticity nor positivity.
energies, psi = la.eig(H, S)
order = np.argsort(energies.real)
energies, psi = energies[order], psi[:, order]
max_imag = np.max(np.abs(energies.imag))
assert max_imag < 1e-10
energies = energies.real
assert np.min(np.diff(energies)) > 1e-3   # no degeneracy here
psi = psi / np.sqrt(np.einsum("in,ij,jn->n", psi.conj(), S, psi).real)
gram = psi.conj().T @ S @ psi
gram_error = np.max(np.abs(gram - np.eye(N)))
assert gram_error < 1e-9
plain = psi.conj().T @ psi
plain_off = np.max(np.abs(plain - np.diag(np.diag(plain))))
assert plain_off > 1e-3

closure = psi @ psi.conj().T
closure_error = np.max(np.abs(closure - la.inv(S)))
assert closure_error < 1e-9
assert np.allclose(closure, np.eye(N) - q / (1 + q * b) * projector, atol=1e-9)
identity_error = np.max(np.abs(closure - np.eye(N)))
assert identity_error > 1e-3

# Ordinary Hermitian problem obtained with the inverse square root of S.
root_inv = (s_vectors / np.sqrt(s_values)) @ s_vectors.conj().T
assert np.allclose(la.eigvalsh(root_inv @ H @ root_inv), energies, atol=1e-9)

# Expansion of a trial vector and spectral form of H.
trial = 1 / (1 + n ** 2) + 0.2j * n
assert np.allclose(psi @ (psi.conj().T @ S @ trial), trial, atol=1e-9)
S_psi = S @ psi
assert np.allclose((S_psi * energies) @ S_psi.conj().T, H, atol=1e-8)

weights = np.abs(beta.conj() @ psi) ** 2
partial = np.cumsum(weights)
weight_rule = b / (1 + q * b)
assert abs(partial[-1] - weight_rule) < 1e-9
norm_sum = np.trace(plain).real
norm_rule = N - q * b / (1 + q * b)
assert abs(norm_sum - norm_rule) < 1e-9

print("PLANE-WAVE ULTRASOFT MODEL")
print(f"cell {length} bohr, k = {k_fraction} x 2pi/cell, {N} plane waves")
print(f"V0 cos(2 pi x/cell): V0 = {V0} hartree; D = {D} hartree; q = {q}")
print(f"Gaussian projector: center {center} bohr, width {width} bohr")
print(f"b = {b:.6f}; S eigenvalues: min {s_values[0]:.4f}, max {s_values[-1]:.4f}")
print("lowest four levels (hartree):", " ".join(f"{e:.5f}" for e in energies[:4]))
print(f"largest |imaginary part| of a level (hartree): {max_imag:.0e}")
print(f"largest deviation of <psi_m|S|psi_n> from delta: {gram_error:.0e}")
print(f"largest |<psi_m|psi_n>|, m not n, without S: {plain_off:.4f}")
print(f"largest element of closure sum minus S inverse: {closure_error:.0e}")
print(f"largest element of closure sum minus identity: {identity_error:.4f}")
for count in (1, 3, 5, 10, N):
    print(f"sum of |<beta|psi_n>|^2, lowest {count} states: {partial[count-1]:.6f}")
print(f"b/(1+qb): {weight_rule:.6f}")
print(f"sum of <psi_n|psi_n>: {norm_sum:.6f}; N - qb/(1+qb): {norm_rule:.6f}")
print("verified")
```

It prints:

```
TWO-STATE PROBLEM
H (hartree): [[1, I], [-I, 2]]
beta: [1, 1]  q: 1/2
S: [[3/2, 1/2], [1/2, 3/2]]
eigenvalues of S: [1, 2]
det(H - eps S): 2*eps**2 - 9*eps/2 + 1
level 1 (hartree): 1/4 = 0.25
  unnormalized vector: [1/5 - 8*I/5, 1]
  its S-norm squared <v|S|v>: 28/5
  outer product, S-normalized: [[13/28, 1/28 - 2*I/7], [1/28 + 2*I/7, 5/28]]
  ordinary norm squared of psi: 9/14
level 2 (hartree): 2 = 2.0
  unnormalized vector: [-1/2 + I/2, 1]
  its S-norm squared <v|S|v>: 7/4
  outer product, S-normalized: [[2/7, -2/7 + 2*I/7], [-2/7 - 2*I/7, 4/7]]
  ordinary norm squared of psi: 6/7
<psi_1|S|psi_2>: 0
|<psi_1|psi_2>| without S: 0.2259
sum of outer products: [[3/4, -1/4], [-1/4, 3/4]]
S inverse, by matrix inversion: [[3/4, -1/4], [-1/4, 3/4]]
THREE-STATE PROBLEM WITH A DOUBLE LEVEL
H (hartree): [[4, 1, 1], [1, 3, 1], [1, 1, 3]]
S: [[3/2, 1/2, 1/2], [1/2, 3/2, 1/2], [1/2, 1/2, 3/2]]
double level, single level (hartree): 2 , 14/5
f, g in double level: [0, 1, 0] [0, 0, 1]  <f|S|g>: 1/2
g after S-orthogonalization: [0, -1/3, 1]
vector of single level: [-4, 1, 1]
outer-product sum before: [[4/5, -1/5, -1/5], [-1/5, 43/60, 1/20], [-1/5, 1/20, 43/60]]
outer-product sum after: [[4/5, -1/5, -1/5], [-1/5, 4/5, -1/5], [-1/5, -1/5, 4/5]]
S inverse: [[4/5, -1/5, -1/5], [-1/5, 4/5, -1/5], [-1/5, -1/5, 4/5]]
S NOT POSITIVE DEFINITE, H = [[0, 1], [1, 0]] hartree
q = -2: S = [[1, 0], [0, -1]]  levels (hartree): [-I, I]
q = -2: <v|S|v> of the two vectors: [0, 0]
q = -1: S = [[1, 0], [0, 0]]  det(H - eps S): -1
PLANE-WAVE ULTRASOFT MODEL
cell 8.0 bohr, k = 0.3 x 2pi/cell, 21 plane waves
V0 cos(2 pi x/cell): V0 = 0.3 hartree; D = -0.5 hartree; q = 0.4
Gaussian projector: center 3.0 bohr, width 0.5 bohr
b = 1.000000; S eigenvalues: min 1.0000, max 1.4000
lowest four levels (hartree): -0.30087 0.14596 0.50378 0.84981
largest |imaginary part| of a level (hartree): 7e-15
largest deviation of <psi_m|S|psi_n> from delta: 3e-15
largest |<psi_m|psi_n>|, m not n, without S: 0.0679
largest element of closure sum minus S inverse: 4e-15
largest element of closure sum minus identity: 0.0624
sum of |<beta|psi_n>|^2, lowest 1 states: 0.498446
sum of |<beta|psi_n>|^2, lowest 3 states: 0.593035
sum of |<beta|psi_n>|^2, lowest 5 states: 0.661568
sum of |<beta|psi_n>|^2, lowest 10 states: 0.712282
sum of |<beta|psi_n>|^2, lowest 21 states: 0.714286
b/(1+qb): 0.714286
sum of <psi_n|psi_n>: 20.714286; N - qb/(1+qb): 20.714286
verified
```
